# Silver and gold: scalar and spin-orbit parts of the d9s2 excitation

## The problem

The ground state of silver and of gold is $(n-1)d^{10}ns^1$, $^2S_{1/2}$, with $n=5$ for Ag and $n=6$ for Au. Moving one $d$ electron into the $s$ shell gives $(n-1)d^9ns^2$, a $^2D$ term. The exercise places its lowest level, $J=5/2$, at 3.75 eV in silver and 1.14 eV in gold. These two values are given input and are neither derived nor checked here.

Small-core potentials replace 28 electrons of Ag and 60 of Au. The potentials used here are scalar: they carry relativity without spin-orbit coupling. With them, CCSD in the def2-TZVPP basis, with the 11 outer $d$ and $s$ electrons correlated, gives excitation energies of 3.989 eV (Ag) and 1.967 eV (Au). These values belong to this basis and this choice of correlated electrons and are not converged to the digits shown (see section 5).

All-electron calculations with a point nucleus and a spherical, spin-unpolarized, exchange-only LDA give the excitation energies below, in eV. The radial basis leaves an uncertainty of about 0.001 eV. A finite nucleus would raise the spin-free value of gold by about 0.009 eV and that of silver by less than 0.001 eV.

| Hamiltonian | Ag | Au |
|---|---|---|
| non-relativistic | 4.657 | 4.459 |
| spin-free Dirac | 3.649 | 1.369 |
| Dirac, level $J=5/2$ | 3.416 | 0.764 |

1. Which shells remain active, and why is this core choice suited to the excitation?
2. How does spin-orbit coupling shift the levels of $d^9s^2$, to first order in the spin-orbit constant $\zeta$?
3. Derive $\zeta$ from the Dirac equation.
4. Split the 2.61 eV between the two given levels into a scalar and a spin-orbit part.
5. Judge the small-core results.

Hartree atomic units are used in the derivations, with $c$ the speed of light. Excitation energies are in eV.

## Hints

1. Fill the shells up to the stated core size, and look at the principal quantum number of what is left.
2. A filled shell has no first-order spin-orbit energy. Remove one electron from it.
3. Write the small component as $\psi_S=(2c)^{-1}(\boldsymbol\sigma\cdot\mathbf p)\varphi$ and find where the potential $V$ meets the spin.
4. Insert the spin-free energy between the non-relativistic and the Dirac energy. Then ask which of the three a scalar potential should reproduce.
5. Compare like with like: the same state, and the same parts of the Hamiltonian.

## Full solution

### 1. The core

The 28 core electrons of silver fill the shells $n=1,2,3$: $2+8+18=28$. In gold, $4s^24p^64d^{10}4f^{14}$ adds 32, which makes 60. Both atoms keep

$$47-28=79-60=19$$

electrons, in $(n-1)s^2(n-1)p^6(n-1)d^{10}ns^1$.

The excitation changes the occupation of the $(n-1)d$ shell. The $(n-1)s$ and $(n-1)p$ shells have the same principal quantum number and occupy a similar region of space, so a potential that replaced them would have to act where the $d$ electrons move. A small core keeps these shells active and leaves them free to respond when a $d$ electron leaves. The size of the error that a larger core would cause is not computed here.

### 2. One hole in the d shell

Take $H_{so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$. For one $d$ electron, squaring $\mathbf j=\mathbf l+\mathbf s$ gives

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].$$

With $l=2$ and $s=1/2$,

$$j=\tfrac52:\ \tfrac12\left(\tfrac{35}{4}-6-\tfrac34\right)=1,\qquad
j=\tfrac32:\ \tfrac12\left(\tfrac{15}{4}-6-\tfrac34\right)=-\tfrac32 .$$

The filled shell has six electrons of the first kind and four of the second, so its sum is $6\cdot1+4\cdot(-\tfrac32)=0$. Removing an electron with quantum number $j$ leaves $0-\zeta\langle\mathbf l\cdot\mathbf s\rangle_j$, and the remaining nine electrons have $J=j$. Hence

$$E_{5/2}=-\zeta,\qquad E_{3/2}=+\tfrac32\zeta,\qquad \Delta=E_{3/2}-E_{5/2}=\tfrac52\zeta .$$

Diagonalization over all nine-electron determinants of the $d$ shell confirms the factors $-1$ and $3/2$. The mean weighted with $2J+1$ is $[6(-\zeta)+4(\tfrac32\zeta)]/10=0$, so the lowest level lies $\tfrac25\Delta=\zeta$ below the mean.

The filled $ns^2$ shell adds nothing. The ground state has a single open-shell electron with $l=0$ and no first-order shift. To this order, spin-orbit coupling therefore changes the excitation to $J=5/2$ by $-\zeta$.

### 3. The spin-orbit constant

For one electron in a mean field $V(r)$, with the rest energy subtracted, the Dirac equation reads

$$V\psi_L+c\,(\boldsymbol\sigma\cdot\mathbf p)\psi_S=E\psi_L,\qquad
c\,(\boldsymbol\sigma\cdot\mathbf p)\psi_L+(V-2c^2)\psi_S=E\psi_S .$$

Insert $\psi_S=(2c)^{-1}(\boldsymbol\sigma\cdot\mathbf p)\varphi$ and use $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$. The first equation becomes

$$V\psi_L+\tfrac12p^2\varphi=E\psi_L .$$

Multiplying the second from the left by $(2c)^{-1}(\boldsymbol\sigma\cdot\mathbf p)$ gives

$$\tfrac12p^2\psi_L+\left[\frac{(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)}{4c^2}-\tfrac12p^2\right]\varphi=E\,\frac{p^2}{4c^2}\varphi .$$

Spin now enters through one operator. The identity $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ turns it into

$$(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p).$$

Since $\mathbf p=-i\nabla$ and $\mathbf p\times\mathbf p=0$, we have $\mathbf p\times V\mathbf p=-i(\nabla V)\times\mathbf p$. The factor $i\cdot(-i)=1$ leaves $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$. For a central field $\nabla V=(V'/r)\mathbf r$, and with $\mathbf r\times\mathbf p=\mathbf l$ and $\boldsymbol\sigma=2\mathbf s$ the spin term is $2(V'/r)\,\mathbf l\cdot\mathbf s$.

Dropping this term defines the spin-free Dirac Hamiltonian used here; another definition would move the border between the two parts, by an amount not computed here. The two equations form a symmetric eigenvalue problem with norm $\langle\psi_L|\psi_L\rangle+\langle\varphi|p^2|\varphi\rangle/4c^2=1$. Restoring the term therefore shifts the energy, to first order, by its expectation value in $\varphi$ divided by $4c^2$. This is $\zeta\langle\mathbf l\cdot\mathbf s\rangle$ with

$$\boxed{\zeta=\frac{1}{2c^2}\left\langle\varphi\left|\frac{V'}{r}\right|\varphi\right\rangle}$$

The spin-free LDA orbitals of $d^9s^2$ give $\zeta=0.238$ eV for silver and 0.639 eV for gold. The predicted splittings $\tfrac52\zeta$ are 0.595 and 1.597 eV. Total-energy differences of Dirac calculations with the hole in $d_{3/2}$ or in $d_{5/2}$ give 0.598 and 1.618 eV. The first-order picture thus holds to about 1% for the splitting, even in gold.

### 4. The separation

Within one method, define

$$\delta_{sc}=E_{\text{spin-free}}-E_{nr},\qquad \delta_{so}=E_{\text{Dirac}}-E_{\text{spin-free}} .$$

Then $E_{low}=E_{nr}+\delta_{sc}+\delta_{so}$ is an identity. From the table, in eV,

$$\text{Ag}:\ \delta_{sc}=3.649-4.657=-1.008,\quad \delta_{so}=3.416-3.649=-0.233,$$
$$\text{Au}:\ \delta_{sc}=1.369-4.459=-3.090,\quad \delta_{so}=0.764-1.369=-0.605 .$$

The sum $\delta_{so}+\zeta$ would vanish at first order. With $\zeta$ from section 3 it is 0.005 eV in silver and 0.034 eV in gold, which is what the first-order shift leaves out.

A scalar potential should reproduce the given level with the spin-orbit shift removed:

$$\text{Ag}:\ 3.75+0.233=3.983\ \text{eV},\qquad \text{Au}:\ 1.14+0.605=1.745\ \text{eV}.$$

The decimals are kept for bookkeeping and do not measure the accuracy: the given levels have two decimals, and $\delta_{so}$ comes from an approximate functional whose error is not determined here. Subtracting gold from silver gives the requested split:

$$\boxed{2.61=\underbrace{2.24}_{\text{scalar}}+\underbrace{0.37}_{\text{spin-orbit}}\ \text{eV}}$$

About 86% of the difference is scalar. This part still contains whatever difference would exist without relativity. In the LDA that difference is $4.657-4.459=0.198$ eV, while the scalar relativistic change contributes $-1.008+3.090=2.082$ eV. Without relativity, the two atoms would have similar excitation energies at this level of theory.

The orbital energies show how the scalar change works. In the LDA ground state, going from the non-relativistic to the spin-free Hamiltonian moves them as follows, in hartree:

- Ag: $5s$ from $-0.1241$ to $-0.1386$, $4d$ from $-0.2521$ to $-0.2352$.
- Au: $6s$ from $-0.1284$ to $-0.1856$, $5d$ from $-0.2583$ to $-0.2151$.

The $s$ level falls and the $d$ level rises, so both movements make the transfer cheaper. The gap $\varepsilon_s-\varepsilon_d$ shrinks by 0.031 hartree in silver and by 0.100 hartree in gold. The calculation shows these shifts but does not isolate their causes.

### 5. Judging the potentials

First compare the potentials with all-electron theory at equal footing. With the same LDA, the small-core potentials give 3.480 eV for silver and 1.417 eV for gold (another radial basis moves these by up to 0.002 eV); the spin-free all-electron values are 3.649 and 1.369 eV. The deviations, $-0.17$ and $+0.05$ eV, amount to about 17% and 2% of the size of $\delta_{sc}$. To that accuracy, the potentials carry the scalar effect. They were not fitted to this functional, and exchange is nonlinear in the density, so full agreement is not expected.

Next add $\delta_{so}$ to the CCSD energies:

$$\text{Ag}:\ 3.989-0.233=3.756\ \text{eV},\qquad \text{Au}:\ 1.967-0.605=1.362\ \text{eV}.$$

Relative to the given levels the errors are $+0.01$ and $+0.22$ eV. The silver result is closer than the method can guarantee: CCSD lacks triple excitations, the basis is of triple-zeta size, the $(n-1)s$ and $(n-1)p$ electrons are not correlated, and $\delta_{so}$ comes from an approximate functional without the Breit interaction. The calculation does not show whether these errors are small or cancel. For gold, two of these omissions are as large as the error itself. At the MP2 level, going from def2-TZVPP to def2-QZVPP lowers the excitation energy by about 0.10 eV, and correlating the $5s$ and $5p$ electrons lowers it by about 0.23 eV. Both shifts point toward the given level. MP2 indicates their size only, so the cause of the error in gold is not pinned down, and neither error should be read as converged.

The UHF excitations with the same potentials are 3.709 and 1.769 eV; the gold value moves to 1.757 eV in the def2-QZVPP basis. For gold this lies nearer to the scalar target of 1.745 eV than CCSD does. As UHF misses the silver target by 0.27 eV, the agreement for gold is no evidence that correlation can be ignored.

The computed difference between the atoms is $2.022$ eV (scalar, CCSD) plus $0.372$ eV (spin-orbit), or 2.39 eV. This is 8% below the given 2.61 eV, a shortfall no larger than the basis and semicore shifts quoted for gold, and the ranking of the two parts is unchanged.

Comparing the bare scalar CCSD value for gold with 1.14 eV would suggest an error of 0.83 eV. Of this, 0.61 eV is the missing spin-orbit shift and not a fault of the core choice.

## Variation 1: the upper level

*Estimate the $J=3/2$ levels, and find how spin-orbit coupling affects their difference between the two atoms.*

Add the Dirac splittings to the given levels:

$$\text{Ag}:\ 3.75+0.598\approx4.35\ \text{eV},\qquad \text{Au}:\ 1.14+1.618\approx2.76\ \text{eV}.$$

The difference is now 1.59 eV. The measured $J=3/2$ levels lie near 4.30 and 2.66 eV, about 1.65 eV apart, so these estimates are high by about 0.05 and 0.10 eV: the LDA splittings are 6 to 8% too large. Relative to the scalar energies, the upper levels are shifted by $-0.233+0.598=+0.365$ eV and $-0.605+1.618=+1.013$ eV. The spin-orbit part of the difference is $0.365-1.013=-0.648$ eV, and $2.238-0.648=1.590$ eV. Spin-orbit coupling widens the difference between the atoms for $J=5/2$ and narrows it for $J=3/2$. The scalar part is the same in both cases. It must be separated before scalar potentials are judged, because they contain no spin-orbit coupling.

## Variation 2: could spin-orbit coupling do it alone?

*Suppose the scalar excitation energies of the two atoms were equal. Which $\zeta$ would gold need?*

To first order the difference of the lowest levels would then be $\zeta_{Au}-\zeta_{Ag}=2.61$ eV. With $\zeta_{Ag}=0.238$ eV,

$$\zeta_{Au}\approx2.85\ \text{eV},\qquad \Delta_{Au}=\tfrac52\zeta_{Au}\approx7.1\ \text{eV}.$$

The Dirac calculation gives a splitting of 1.6 eV, more than four times smaller. Within the first-order formula, the fine structure of the $^2D$ term therefore rules out this explanation. That formula has not been tested at so large a $\zeta$, but a second argument does not need it: the Dirac and spin-free total energies of section 4, which involve no expansion in $\zeta$, give a spin-orbit part of only 0.372 eV out of 2.61 eV.

The values computed by the program are in the numerical output below.

## Values computed for the example and the checks

```
d9 levels / zeta: J=5/2 -1.00, J=3/2 1.50
Ag: core 28, active 19 electrons, 56 basis functions
Ag outer s level, non-rel / spin-free: -0.1241 / -0.1386 Ha
Ag outer d level, non-rel / spin-free: -0.2521 / -0.2352 Ha
Ag LDA excitation, non-relativistic: 4.657 eV
Ag LDA excitation, spin-free Dirac: 3.649 eV
Ag LDA excitation, Dirac, J=5/2: 3.416 eV
Ag scalar change delta_sc: -1.008 eV
Ag zeta from <V'/r>: 0.238 eV
Ag 5/2 zeta: 0.595 eV
Ag Dirac splitting J=3/2 - J=5/2: 0.598 eV
Ag spin-orbit change delta_so: -0.233 eV
Ag delta_so beyond -2/5 splitting: 0.006 eV
Ag LDA excitation, small-core potential: 3.480 eV
Ag small-core UHF excitation: 3.709 eV
Ag small-core CCSD excitation: 3.989 eV
Ag CCSD + delta_so: 3.756 eV
Ag given lowest level: 3.75 eV
Ag given level - delta_so: 3.983 eV
Au: core 60, active 19 electrons, 56 basis functions
Au outer s level, non-rel / spin-free: -0.1284 / -0.1856 Ha
Au outer d level, non-rel / spin-free: -0.2583 / -0.2151 Ha
Au LDA excitation, non-relativistic: 4.459 eV
Au LDA excitation, spin-free Dirac: 1.369 eV
Au LDA excitation, Dirac, J=5/2: 0.764 eV
Au scalar change delta_sc: -3.090 eV
Au zeta from <V'/r>: 0.639 eV
Au 5/2 zeta: 1.597 eV
Au Dirac splitting J=3/2 - J=5/2: 1.618 eV
Au spin-orbit change delta_so: -0.605 eV
Au delta_so beyond -2/5 splitting: 0.042 eV
Au LDA excitation, small-core potential: 1.417 eV
Au small-core UHF excitation: 1.769 eV
Au small-core CCSD excitation: 1.967 eV
Au CCSD + delta_so: 1.362 eV
Au given lowest level: 1.14 eV
Au given level - delta_so: 1.745 eV
Ag-Au difference of given levels: 2.61 eV
Ag-Au spin-orbit part: 0.372 eV
Ag-Au scalar part, given - spin-orbit: 2.238 eV
Ag-Au scalar part, CCSD: 2.022 eV
Ag-Au total, CCSD + spin-orbit: 2.393 eV
Ag-Au LDA non-relativistic difference: 0.198 eV
Ag-Au LDA scalar relativistic change: 2.082 eV
```
